\section*{Sampling Wave Vectors After Intervalley Scattering into an Ellipsoidal Valley}

\section{Thirty-eight per cent against thirteen}

An electron in a silicon-like conduction band has just been scattered into a new valley, 40 meV above its minimum. The valley is an ellipsoid of revolution with masses $m_l=0.916\,m_0$ along its axis and $m_t=0.19\,m_0$ across it. The probability that the new wave vector, measured from the valley centre, lies within $30^\circ$ of the axis, in either sense, is 0.381. If the direction of the wave vector is instead drawn uniformly over the sphere and its length adjusted to give 40 meV, the probability is 0.134. Both procedures conserve energy, and both give zero mean velocity. Why do they differ by almost a factor of three?

The second number is the solid angle of the two cones divided by $4\pi$, that is $1-\cos30^\circ$. For the first, stretch the axes of wave-vector space so that the ellipsoid becomes a sphere. Each component is divided by the square root of its mass, so transverse components grow relative to the longitudinal one by $\sqrt r$, where
\begin{equation}
r=\frac{m_l}{m_t}=4.821 .
\end{equation}
A vector at $30^\circ$ has longitudinal part $\cos30^\circ=0.866$ and transverse part $\sin30^\circ=0.5$. After the stretch its polar cosine is
\begin{equation}
c=\frac{0.866}{\sqrt{0.75+4.821\times0.25}}=0.619 .
\end{equation}
The cones have opened to cover the fraction $1-0.619=0.381$ of the stretched sphere. The correct probability is therefore the one obtained if final states are uniform on the \emph{stretched} sphere. That they are is shown below, after one state has been drawn by hand.

\section{One final state by hand}

Let the electron start at 100 meV and emit a phonon of 60 meV, which leaves $E_f=40$ meV. The energy $E$ is measured from the valley minimum and includes nonparabolicity $\alpha=0.5\ \mathrm{eV^{-1}}$ through
\begin{equation}
G\equiv E(1+\alpha E)=\frac{\hbar^2}{2}\left(\frac{k_l^2}{m_l}+\frac{k_{t1}^2+k_{t2}^2}{m_t}\right).
\label{eq:band}
\end{equation}
Here $G=40\,(1+0.5\times0.040)=40.8$ meV. Define the Herring--Vogt vector
\begin{equation}
w_i=\sqrt{\frac{m_0}{m_i}}\,k_i ,\qquad G=\frac{\hbar^2w^2}{2m_0}.
\label{eq:hv}
\end{equation}
The second relation follows on inserting $k_i^2=(m_i/m_0)w_i^2$ into (\ref{eq:band}): each mass cancels. The radius of the sphere is $w=\sqrt{2m_0G}/\hbar=1.035\ \mathrm{nm^{-1}}$.

Take the random numbers $u_1=0.2$ and $u_2=0.1$. The polar cosine is $c=1-2u_1=0.6$, its sine is 0.8, and the azimuth is $2\pi u_2=36^\circ$. The unit vector in scaled space, ordered $(l,t1,t2)$, is
\begin{equation}
\hat{\mathbf w}=(0.6,\;0.8\cos36^\circ,\;0.8\sin36^\circ)=(0.600,\,0.647,\,0.470).
\end{equation}
Undoing the stretch gives
\begin{align}
k_l&=\sqrt{0.916}\times1.035\times0.600=0.594\ \mathrm{nm^{-1}},\\
k_{t1}&=\sqrt{0.19}\times1.035\times0.647=0.292\ \mathrm{nm^{-1}},\\
k_{t2}&=\sqrt{0.19}\times1.035\times0.470=0.212\ \mathrm{nm^{-1}}.
\end{align}
This vector is $31.3^\circ$ from the axis.

The biased procedure reads the same unit vector as the direction of $\mathbf k$ itself, at $53.1^\circ$. The length needed for 40 meV then gives $\mathbf k=(0.320,\,0.345,\,0.251)\ \mathrm{nm^{-1}}$. The correct state carries $0.6^2=0.36$ of $G$ in longitudinal motion. The biased one carries
\begin{equation}
\frac{0.36}{0.36+4.821\times0.64}=0.10 .
\end{equation}

Suppose the valley lies on the $+y$ axis, with its centre at $0.85\times2\pi/a=9.836\ \mathrm{nm^{-1}}$ for $a=0.543$ nm. The rotation $(l,t1,t2)\to(y,z,x)$ and the shift to the centre give the crystal wave vector $(k_x,k_y,k_z)=(0.212,\,10.430,\,0.292)\ \mathrm{nm^{-1}}$.

\section{Why the scaled direction is uniform}

The golden rule gives the probability of a final state as
\begin{equation}
P(\mathbf k)\,d^3k\propto |M|^2\,\delta\big(E(\mathbf k)-E_f\big)\,d^3k .
\label{eq:golden}
\end{equation}
In an intervalley transition the phonon wave vector is the fixed vector joining two valley centres, up to a reciprocal lattice vector, plus a deviation. For the transition from 100 to 40 meV the root-mean-square deviation is $1.3\ \mathrm{nm^{-1}}$. The fixed vector, reduced to the first zone, has length $11.8\ \mathrm{nm^{-1}}$ for perpendicular valleys but only $3.5\ \mathrm{nm^{-1}}$ for opposite ones, where a constant coupling is a rougher assumption. Expand the matrix element in the deviation. Zero-order scattering keeps the constant term, so $|M|^2$ does not depend on where in the valley the electron arrives. The phonon energy is likewise taken as constant, and final states are taken as empty.

What remains is a volume element and a delta function. From (\ref{eq:hv}), $dk_i=\sqrt{m_i/m_0}\,dw_i$, hence
\begin{equation}
d^3k=\sqrt{\frac{m_lm_t^2}{m_0^3}}\;d^3w=\sqrt{\frac{m_lm_t^2}{m_0^3}}\;w^2\,dw\,d\Omega_w .
\label{eq:jac}
\end{equation}
The Jacobian is constant, and the energy depends on $w$ alone. Integration over $w$ gives
\begin{equation}
P\,d\Omega_w\propto\left[\frac{w^2}{dE/dw}\right]_{E=E_f}d\Omega_w ,
\end{equation}
whose bracket contains no angle. The direction of $\mathbf w$ is uniform. Nonparabolicity of the form (\ref{eq:band}) changes the radius but not this conclusion, because $E$ is still a function of $w$ alone.

The same integral gives the density of states per volume, for one spin and one valley, which the collision rates will need. Dividing by $8\pi^3$ and using $dw/dE=w(1+2\alpha E)/(2G)$,
\begin{equation}
g(E)=\frac{4\pi}{8\pi^3}\sqrt{\frac{m_lm_t^2}{m_0^3}}\,\frac{w^3(1+2\alpha E)}{2G}
=\frac{\sqrt{m_lm_t^2\,G}\,(1+2\alpha E)}{\sqrt2\,\pi^2\hbar^3}.
\label{eq:dos}
\end{equation}

\section{The algorithm in general}

\begin{enumerate}
\item Choose the mechanism and final valley according to their rates. Set $E_f=E_i\pm\hbar\omega-\Delta$, with plus for absorption, minus for emission, and $\Delta$ the height of the final minimum above the initial one. Equivalent unstrained valleys have $\Delta=0$. A negative $E_f$ means that the transition is forbidden.
\item Compute $G=E_f(1+\alpha E_f)$ with the final valley's $\alpha$.
\item Draw $u_1,u_2$ uniformly in $(0,1)$; set $c=1-2u_1$ and $\phi=2\pi u_2$. This is uniform on the sphere because $d\Omega_w=dc\,d\phi$ up to orientation.
\item With the final valley's masses, set
\begin{equation}
(k_l,k_{t1},k_{t2})=\frac{\sqrt{2G}}{\hbar}\Big(\sqrt{m_l}\,c,\ \sqrt{m_t(1-c^2)}\cos\phi,\ \sqrt{m_t(1-c^2)}\sin\phi\Big).
\end{equation}
\item Rotate to crystal axes and add the valley centre.
\end{enumerate}
The velocity follows from $v_i=\hbar^{-1}\partial E/\partial k_i$. Since $dG/dE=1+2\alpha E$ and $\partial G/\partial k_i=\hbar^2k_i/m_i$,
\begin{equation}
v_i=\frac{\hbar k_i}{m_i(1+2\alpha E)} .
\label{eq:v}
\end{equation}

\section{What the physical directions look like}

Let $\mu=k_l/k$ be the physical polar cosine. The calculation made at $30^\circ$ holds at any angle:
\begin{equation}
c(\mu)=\frac{\mu}{\sqrt S},\qquad S=\mu^2+r(1-\mu^2).
\label{eq:c}
\end{equation}
Because $c$ is uniform on $(-1,1)$ with density $1/2$, the density of $\mu$ is $p=\tfrac12\,dc/d\mu$. With $dS/d\mu=2\mu(1-r)$,
\begin{equation}
\frac{dc}{d\mu}=\frac1{\sqrt S}-\frac{\mu^2(1-r)}{S^{3/2}}
=\frac{S-\mu^2+r\mu^2}{S^{3/2}}=\frac{r}{S^{3/2}},
\end{equation}
so that
\begin{equation}
p(\mu)=\frac r2\,\big[\mu^2+r(1-\mu^2)\big]^{-3/2}.
\label{eq:p}
\end{equation}
Relative to the uniform density $1/2$, this is $r=4.82$ at the poles and $r^{-1/2}=0.455$ at the equator. For $r=1$ the two procedures agree.

In terms of length, (\ref{eq:band}) reads $G=\hbar^2k^2S/(2m_l)$, so $k\propto S^{-1/2}$ on the energy surface and $p\propto k^3$. Two of these powers come from the volume element $k^2dk\,d\Omega_k$. The third comes from the delta function, which contributes $1/(\partial E/\partial k)$; at fixed direction $G\propto k^2$, hence $\partial E/\partial k=2G/[k(1+2\alpha E)]$, whose inverse is proportional to $k$ at fixed energy. The biased procedure omits all three.

The law can be tested without scaled coordinates. Points were thrown uniformly into the smallest $\mathbf k$-space box around the 42 meV ellipsoid, and those between 38 and 42 meV were kept. This imitates (\ref{eq:golden}) directly; the finite shell does no harm because (\ref{eq:p}) does not involve the energy. Of the 111\,883 points kept, the fraction within $30^\circ$ of the axis was 0.3815, against 0.3807 from (\ref{eq:c}). The largest difference between the cumulative distribution of $\mu$ and the prediction was 0.003; for uniform physical directions it was 0.147.

A code that already draws uniform physical directions can be repaired by accepting each with probability $(k/k_{\max})^3$ and redrawing after a rejection. For $r>1$ the longest vector is at the pole, where $S=1$, and the mean acceptance is
\begin{equation}
\int_0^1S^{-3/2}d\mu=\frac1r\int_0^1\frac{dc}{d\mu}\,d\mu=\frac1r=0.207 .
\end{equation}
About five trials are needed per state. For $r<1$ the longest vector is at the equator, $S=r$, and the acceptance is $r^{3/2}/r=\sqrt r$. The direct method needs no rejection.

\section{The error in the second moments}

The longitudinal share of $G$ is $w_l^2/w^2=c^2$. For uniform $c$ its mean is $1/3$. For uniform $\mu$ it is
\begin{equation}
f=\int_0^1\frac{\mu^2\,d\mu}{r-(r-1)\mu^2}
=\frac1{r-1}\int_0^1\left[\frac{r}{r-(r-1)\mu^2}-1\right]d\mu .
\end{equation}
For $r>1$ put $s^2=(r-1)/r$. The first term is then $1/(1-s^2\mu^2)$, with integral $\operatorname{artanh}(s)/s$, and
\begin{equation}
f=\frac1{r-1}\left[\frac{\operatorname{artanh}s}{s}-1\right].
\label{eq:f}
\end{equation}
The example has $s=0.890$ and $f=0.157$, less than half the correct value. The shell points gave 0.333; sampling uniform physical directions gave 0.157.

For nearly equal masses, $\operatorname{artanh}(s)/s=1+s^2/3+s^4/5+\dots$ gives
\begin{equation}
f=\frac1{3r}+\frac{r-1}{5r^2}+\dots=\frac13-\frac{2}{15}(r-1)+\dots,
\end{equation}
so the error starts at first order in the anisotropy. For very large $r$, $(1+s)/(1-s)=(1+s)^2r\to4r$, and $f\approx[\tfrac12\ln(4r)-1]/r$ tends to zero. If the axis is the light direction, $r<1$, the same integral with $t^2=(1-r)/r$ gives
\begin{equation}
f=\frac1{1-r}\left[1-\frac{\arctan t}{t}\right],
\end{equation}
which tends to 1 as $r\to0$. In both cases the biased procedure puts too much energy into the light direction.

From (\ref{eq:v}) the mean square velocities are
\begin{equation}
\langle v_l^2\rangle=\frac{2Gf}{m_l(1+2\alpha E)^2},\qquad
\langle v_{t1}^2\rangle=\frac{G(1-f)}{m_t(1+2\alpha E)^2},
\label{eq:v2}
\end{equation}
with $f=1/3$ for correct sampling. At 40 meV the root mean squares $(v_l,v_{t1})$ are $(0.69,\,1.53)\times10^7$ cm/s when correct and $(0.48,\,1.72)\times10^7$ cm/s when biased. The mean velocity is zero in both cases, since $\mathbf k$ and $-\mathbf k$ are equally likely. Checking energy conservation and the mean velocity just after scattering therefore does not reveal the error.

\section{Consequence for diffusion}

Consider zero field and equally populated valleys along the three cubic axes. Let $\Gamma(E)$ be the total collision rate. A collision leaves zero mean velocity whatever came before, so velocities at two times are correlated only if no collision has intervened:
\begin{equation}
\langle v_x(0)v_x(t)\rangle=\big\langle v_x^2\,e^{-\Gamma t}\big\rangle .
\end{equation}
The mean square displacement is the double time integral of this correlation,
\begin{equation}
\langle x^2\rangle=2\int_0^T(T-t)\big\langle v_x^2e^{-\Gamma t}\big\rangle dt
=2\left\langle\frac{v_x^2}{\Gamma^2}\big(\Gamma T-1+e^{-\Gamma T}\big)\right\rangle .
\label{eq:x2}
\end{equation}
At long times it becomes $2DT$ with $D=\langle v_x^2/\Gamma\rangle$.

For one third of the electrons $x$ is the longitudinal axis; for the rest it is transverse. Averaging (\ref{eq:v2}) accordingly,
\begin{equation}
\langle v_x^2\rangle_E=\frac{2G}{3(1+2\alpha E)^2}\left[\frac f{m_l}+\frac{1-f}{m_t}\right].
\end{equation}
If intervalley scattering acts alone, the bracket is a common factor at every energy. The biased $D$ divided by the correct one is
\begin{equation}
R=\frac{3[f+(1-f)r]}{1+2r}=1+\frac{(r-1)(1-3f)}{1+2r}.
\label{eq:R}
\end{equation}
For $r>1$ we have $S\ge1$, so $c^2\le\mu^2$ and $f<1/3$; for $r<1$ both inequalities reverse. The correction is positive in both cases: the bias overestimates this diffusion coefficient for any $r\neq1$. In the example $R=1.19$, and for $r\to\infty$ it tends to $3/2$.

Absolute values require rates. A mode of frequency $\omega$ in a crystal of density $\rho$ and volume $V$ gives $|M|^2=\hbar K^2N/(2\rho V\omega)$ for absorption, with $N$ the phonon occupation and $K$ the coupling constant; emission has $N+1$. Multiplying by $2\pi/\hbar$ and the density of final states, for five other valleys,
\begin{equation}
\Gamma_{iv}=\frac{5\pi K^2}{\rho\omega}\big[N\,g(E+\hbar\omega)+(N+1)\,g(E-\hbar\omega)\big].
\end{equation}
For acoustic phonons of speed $v_s$ and deformation potential $\Xi$, put $K=\Xi q$, $\omega=v_sq$ and $N\approx N+1\approx k_BT_L/\hbar\omega$, at lattice temperature $T_L$ and neglect the phonon energy, which averages about 5 meV for scattering at 40 meV. Then $q$ cancels, and absorption plus emission give
\begin{equation}
\Gamma_{ac}=\frac{2\pi\Xi^2k_BT_L}{\hbar\rho v_s^2}\,g(E).
\end{equation}
With this isotropic $\Xi$ the matrix element is also constant, so acoustic final states are uniform in scaled direction too. In real silicon the deformation potential depends on the direction of the phonon wave vector; uniform final directions and zero mean velocity after an acoustic collision are then approximations.

Since $(N+1)/N=e^{\hbar\omega/k_BT_L}$, upward and downward transitions balance for an energy distribution proportional to $g(E)e^{-E/k_BT_L}$. The sampler does not affect this balance, because the rates depend on energy alone. The electrons are started in this distribution.

The parameters are $K=5\times10^8$ eV/cm, $\hbar\omega=60$ meV, $\Xi=9$ eV, $v_s=9\times10^5$ cm/s, $\rho=2.33\ \mathrm{g/cm^3}$ and $T_L=300$ K. Numerical integration over energy gives, with intervalley scattering alone, $D=151\ \mathrm{cm^2/s}$ when correct and $180\ \mathrm{cm^2/s}$ when biased.

Now add acoustic scattering, sampled correctly, and keep the error in the intervalley events. Acoustic events do not change $E$, so in the steady state intervalley arrivals at each energy equal intervalley departures. The fraction of flights with biased directions is thus $\Gamma_{iv}/(\Gamma_{iv}+\Gamma_{ac})$. Weighting $\langle v_x^2\rangle_E$ accordingly gives $D=44.8$ and $47.6\ \mathrm{cm^2/s}$: the overestimate falls from 19\% to 6\%. These factors cannot be carried over to the mobility. The biased steady state is not the thermal distribution in $\mathbf k$, so the Einstein relation does not hold for it. In a weak field the mobility is $e\langle\partial(v_x/\Gamma)/\partial(\hbar k_x)\rangle$, which contains the term $e\langle v_x^2\,d(1/\Gamma)/dE\rangle$. Since $1/\Gamma$ falls with energy, a larger $\langle v_x^2\rangle_E$ lowers the mobility, here by 9\% with intervalley scattering alone and by 4\% with acoustic scattering included.

A simulation of 200\,000 electrons over 6 ps, with energy changes and valley transfers, tested these arguments through (\ref{eq:x2}). With intervalley scattering alone and biased directions it gave $\langle x^2\rangle=0.1693\pm0.0006\ \mathrm{\mu m^2}$, against 0.1689 from the formula. With acoustic scattering included it gave $0.0538\pm0.0002\ \mathrm{\mu m^2}$, against 0.0538. The uncertainties are one standard error.

\section{Silicon and the limits of the model}

The masses, valley positions and couplings are rough typical values for silicon. Real silicon has several intervalley phonons with unequal couplings, here lumped into one. Its electron diffusion coefficient at room temperature in lightly doped material is roughly $35\ \mathrm{cm^2/s}$, so the model's 45 has the right size but is not a prediction. The 19\% error in $D$ holds when intervalley scattering acts alone, and also when acoustic events are drawn with the same biased procedure, because the velocity factor is then again common to all energies. It falls to 6\% here if the acoustic events are sampled correctly. That figure depends on the balance between the two kinds of scattering: it runs from 3\% to 10\% as $K$ is raised from $3\times10^8$ to $8\times10^8$ eV/cm with the other parameters fixed. Impurity scattering, present in doped devices, is not included.

Other omissions can be sized for the 100 to 40 meV transition.
\begin{itemize}
\item \emph{First-order coupling.} Take a separate phonon mode of the same energy whose zero-order term is forbidden by symmetry. Let its coupling be $K_1|\delta\mathbf k|$, with $\delta\mathbf k$ the deviation from the centre-to-centre vector and a rough $K_1=5$ eV. Its rate is about 1.7\% of the zero-order rate, and its final states are not uniform in scaled direction: averaged over initial directions, their mean longitudinal share of $G$ is 0.375 instead of $1/3$. The small rate is tied to the 60 meV phonon energy. In silicon the modes forbidden in zero order include transverse acoustic phonons near 19 and 12 meV, which have larger occupation and larger $1/\omega$. With the same $K_1$ and five final valleys, their total rate at 100 meV would be about 25\% and 63\% of the zero-order rate, so first-order scattering need not be negligible. If the same term occurred in the mode that has the constant $K$, the two amplitudes would interfere. To first order in $K_1$, the relative change in $|M|^2$ would then be at most $2K_1|\delta\mathbf k|/K$, about a quarter at the root-mean-square deviation of $1.3\ \mathrm{nm^{-1}}$; its actual size and sign depend on the direction of $\delta\mathbf k$ and on the relative phase of the two amplitudes.
\item \emph{Band shape.} The largest $k_l$ at 40 meV is 0.57 of the distance from the valley centre to the X point. The ellipsoid is thus an approximation even here, and it worsens as the energy rises: at the initial 100 meV the ratio is 0.92, and at 118 meV the ellipsoid reaches the X point. About 3\% of the thermal electrons in the diffusion model lie above that energy, and with acoustic scattering included they contribute about 3\% of $D$.
\item \emph{Collision broadening.} At 100 meV the total rate is $9.0\times10^{12}\ \mathrm{s^{-1}}$, so $\hbar\Gamma=5.9$ meV, or 15\% of the final energy; the collision rate of the final state adds 1.9 meV. A sharp $E_f$ is a moderate idealization. If the broadened weight depends on energy alone, the scaled directions remain uniform.
\item \emph{Occupation.} At $10^{17}\ \mathrm{cm^{-3}}$ and 300 K the final state is occupied with probability $7\times10^{-4}$. This estimate grows in proportion to density. At $10^{19}\ \mathrm{cm^{-3}}$ it gives 0.07 here and about 0.35 at the valley minimum, so from roughly that density upward the nondegenerate treatment fails and blocking must be included.
\end{itemize}
